# Proca Equations from a Symmetric Bargmann–Wigner Multispinor

## From two spinor indices to a massive vector field

A free massive particle of spin one has three polarization states in its rest frame. Two spin-one-half degrees of freedom combined symmetrically also have three: both up, both down, and the symmetric up-down combination. This suggests describing the particle by a field with two Dirac indices, symmetric under their exchange, with the Dirac equation imposed on each index. An alternative description is a four-vector field obeying the Proca equation. The two descriptions are equivalent for a free field of nonzero mass, and the equivalence follows from expanding the two-index field in suitable matrices.

### The equations and their symmetry

Let $\hbar=c=1$, let the metric be $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$, and let $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$. The complex field $\Psi_{\alpha\beta}(x)=\Psi_{\beta\alpha}(x)$ is treated as a $4\times4$ matrix. The Dirac equations on its first and second indices are

$$i\gamma^\lambda\partial_\lambda\Psi=m\Psi,\qquad i\partial_\lambda\Psi\,\gamma^{\lambda T}=m\Psi,\qquad m>0. \tag{1}$$

The transpose appears because the second index is contracted as $(\gamma^\lambda)_{\beta\beta'}\Psi_{\alpha\beta'}=(\Psi\gamma^{\lambda T})_{\alpha\beta}$. Transposing the first equation and using $\Psi^T=\Psi$ gives the second. For a symmetric multispinor, therefore, either equation implies the other.

To turn the transposed matrices into ordinary ones we use the charge-conjugation matrix $C$, with

$$C^{-1}\gamma^\mu C=-\gamma^{\mu T},\qquad C^T=-C. \tag{2}$$

In the Dirac representation $C=i\gamma^2\gamma^0$ has these properties. There $\gamma^0,\gamma^2$ are symmetric and anticommute with $C$, while $\gamma^1,\gamma^3$ are antisymmetric and commute with it. In all four cases $\gamma^\mu C=-C\gamma^{\mu T}$. Also $C^T=i\gamma^0\gamma^2=-C$. Under a change of representation $\gamma^\mu\to S\gamma^\mu S^{-1}$, the replacements $C\to SCS^T$ and $\Psi\to S\Psi S^T$ preserve (1) and (2).

### Why ten matrices suffice

Define $\sigma^{\mu\nu}=\frac{i}{2}[\gamma^\mu,\gamma^\nu]$. From (2),

$$(\gamma^\mu C)^T=C^T\gamma^{\mu T}=(-C)(-C^{-1}\gamma^\mu C)=\gamma^\mu C. \tag{3}$$

Transposition reverses products, so

$$\sigma^{\mu\nu T}=\tfrac{i}{2}[\gamma^{\nu T},\gamma^{\mu T}]
=\tfrac{i}{2}C^{-1}[\gamma^\nu,\gamma^\mu]C=-C^{-1}\sigma^{\mu\nu}C,$$

$$(\sigma^{\mu\nu}C)^T=(-C)(-C^{-1}\sigma^{\mu\nu}C)=\sigma^{\mu\nu}C. \tag{4}$$

These are $4+6=10$ symmetric matrices, and a symmetric $4\times4$ matrix has ten independent entries. It remains to show that they are linearly independent.

Up to factors, $\gamma^\mu$ and $\sigma^{\mu\nu}$ are products of one or two distinct gamma matrices. The product of two different members of this set is again, up to a factor, a nontrivial product $X$ of distinct gammas. If $X$ contains an even number of them, it anticommutes with any gamma it contains; if an odd number, it anticommutes with a gamma it does not contain. With $\gamma$ the matrix so chosen, $\operatorname{tr}X=\operatorname{tr}(\gamma X\gamma^{-1})=-\operatorname{tr}X=0$. Different members are thus orthogonal under the trace, and hence independent. Multiplication by the invertible matrix $C$ preserves independence.

Every symmetric multispinor therefore has the unique expansion

$$\Psi=\Phi C,\qquad \Phi=V_\mu\gamma^\mu+\tfrac12T_{\mu\nu}\sigma^{\mu\nu},\qquad T_{\mu\nu}=-T_{\nu\mu}. \tag{5}$$

The factor $\frac12$ compensates for counting each pair $\mu\nu$ twice. For $\mu\ne\nu$, without summation, $\sigma_{\mu\nu}\sigma^{\mu\nu}=-\gamma_\mu\gamma_\nu\gamma^\mu\gamma^\nu=1$. The coefficients are consequently

$$V_\mu=\tfrac14\operatorname{tr}(\gamma_\mu\Psi C^{-1}),\qquad
T_{\mu\nu}=\tfrac14\operatorname{tr}(\sigma_{\mu\nu}\Psi C^{-1}). \tag{6}$$

At this point $V$ and $T$ are unrelated. No field equation has been used.

### The products needed

The commutator and anticommutator of two gammas give

$$\gamma^\lambda\gamma^\mu=g^{\lambda\mu}-i\sigma^{\lambda\mu}. \tag{7}$$

For a gamma times a sigma, take $\mu\ne\nu$, so that $\sigma^{\mu\nu}=i\gamma^\mu\gamma^\nu$. Moving $\gamma^\lambda$ to the right in two steps,

$$\begin{aligned}
\gamma^\lambda\gamma^\mu\gamma^\nu
&=2g^{\lambda\mu}\gamma^\nu-\gamma^\mu\gamma^\lambda\gamma^\nu\\
&=2g^{\lambda\mu}\gamma^\nu-2g^{\lambda\nu}\gamma^\mu+\gamma^\mu\gamma^\nu\gamma^\lambda .
\end{aligned}$$

Hence

$$[\gamma^\lambda,\sigma^{\mu\nu}]=2i(g^{\lambda\mu}\gamma^\nu-g^{\lambda\nu}\gamma^\mu), \tag{8}$$

which also holds for $\mu=\nu$, where both sides vanish. If $\lambda,\mu,\nu$ are all different, $\gamma^\lambda$ passes two gammas, collects two minus signs and commutes with $\sigma^{\mu\nu}$. If $\lambda$ equals one of two different indices $\mu,\nu$, it collects one minus sign and anticommutes. Thus

$$\{\gamma^\lambda,\sigma^{\mu\nu}\}=
\begin{cases}2i\gamma^\lambda\gamma^\mu\gamma^\nu,&\lambda,\mu,\nu\text{ distinct},\\0,&\text{otherwise}.\end{cases} \tag{9}$$

### Inserting the expansion

Since $C$ is constant and invertible, the first equation in (1) is equivalent to $(i\gamma^\lambda\partial_\lambda-m)\Phi=0$. By (7), the vector part of $\Phi$ contributes

$$i\gamma^\lambda\gamma^\mu\partial_\lambda V_\mu
=i\partial^\mu V_\mu+\sigma^{\lambda\mu}\partial_\lambda V_\mu
=i\partial^\mu V_\mu+\tfrac12(\partial_\mu V_\nu-\partial_\nu V_\mu)\sigma^{\mu\nu}. \tag{10}$$

The last step keeps the antisymmetric part of $\partial_\lambda V_\mu$, because $\sigma^{\lambda\mu}$ is antisymmetric.

For the tensor part, write $\gamma^\lambda\sigma^{\mu\nu}$ as half the commutator plus half the anticommutator. The commutator gives

$$\begin{aligned}
\tfrac{i}{4}[\gamma^\lambda,\sigma^{\mu\nu}]\partial_\lambda T_{\mu\nu}
&=-\tfrac12\left(\partial^\mu T_{\mu\nu}\gamma^\nu-\partial^\nu T_{\mu\nu}\gamma^\mu\right)\\
&=-\partial^\mu T_{\mu\nu}\gamma^\nu. 
\end{aligned}\tag{11}$$

In the second term $T_{\mu\nu}=-T_{\nu\mu}$ and a renaming of indices make it equal to the first. The anticommutator gives $-\frac12\gamma^\lambda\gamma^\mu\gamma^\nu\partial_\lambda T_{\mu\nu}$ summed over distinct indices. Each set of three indices occurs in six orders. Exchanging the last two changes the sign of both the gamma product and $T$, so the orders form three equal pairs. A cyclic permutation leaves the product of three distinct gammas unchanged. The result is

$$\tfrac{i}{4}\{\gamma^\lambda,\sigma^{\mu\nu}\}\partial_\lambda T_{\mu\nu}
=-\sum_{\lambda<\mu<\nu}B_{\lambda\mu\nu}\gamma^\lambda\gamma^\mu\gamma^\nu, \tag{12}$$

$$B_{\lambda\mu\nu}=\partial_\lambda T_{\mu\nu}+\partial_\mu T_{\nu\lambda}+\partial_\nu T_{\lambda\mu}. \tag{13}$$

Adding (10), (11), (12) and the mass term yields an identity valid for arbitrary $V$ and $T$:

$$\begin{aligned}
(i\gamma^\lambda\partial_\lambda-m)\Phi={}&i\partial^\mu V_\mu-(\partial^\mu T_{\mu\nu}+mV_\nu)\gamma^\nu\\
&+\tfrac12(\partial_\mu V_\nu-\partial_\nu V_\mu-mT_{\mu\nu})\sigma^{\mu\nu}\\
&-\sum_{\lambda<\mu<\nu}B_{\lambda\mu\nu}\gamma^\lambda\gamma^\mu\gamma^\nu .
\end{aligned}\tag{14}$$

The trace argument above applies equally to the identity and to products of three gammas. All matrices in (14) are therefore independent, and the Dirac equation holds if and only if

$$\begin{aligned}
\partial^\mu V_\mu&=0, & \partial^\mu T_{\mu\nu}&=-mV_\nu,\\
\partial_\mu V_\nu-\partial_\nu V_\mu&=mT_{\mu\nu}, & B_{\lambda\mu\nu}&=0.
\end{aligned}\tag{15}$$

### The Proca equation and the converse

Because $m\ne0$, we may define $A_\mu=V_\mu/m$. The third condition in (15) then identifies $T$ as the field strength of $A$, and the second becomes the Proca equation:

$$T_{\mu\nu}=F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu,\qquad
\partial^\mu F_{\mu\nu}+m^2A_\nu=0. \tag{16}$$

In terms of $A$ the multispinor is

$$\Psi=\left(m\gamma^\mu A_\mu+\tfrac12\sigma^{\mu\nu}F_{\mu\nu}\right)C. \tag{17}$$

Conversely, let $A$ satisfy (16) and construct $\Psi$ from (17). The second and third conditions in (15) hold immediately. Taking the divergence of the Proca equation gives

$$0=\partial^\nu\partial^\mu F_{\mu\nu}+m^2\partial^\nu A_\nu=m^2\partial^\nu A_\nu, \tag{18}$$

since symmetric derivatives contract with an antisymmetric tensor. This is the first condition. The fourth holds because every second derivative in $B_{\lambda\mu\nu}$ occurs twice with opposite signs when $T$ is a curl. Thus (17) satisfies the Dirac equation on its first index and, by symmetry, on its second.

The Proca equation is stronger than a Klein–Gordon equation for each component. Expanding the field strength,

$$\partial^\mu F_{\mu\nu}+m^2A_\nu=(\partial^\mu\partial_\mu+m^2)A_\nu-\partial_\nu(\partial^\mu A_\mu). \tag{19}$$

With (18), a Proca field obeys the Klein–Gordon equation. A Klein–Gordon field with nonzero divergence, however, violates the first condition in (15) and does not give a solution of (1) through (17).

### Counting the states

For a plane wave $e^{-ip\cdot x}$, equation (1) becomes $(\gamma^\lambda p_\lambda-m)\Psi=0$. Multiplication by $\gamma^\lambda p_\lambda+m$ gives $(p^2-m^2)\Psi=0$, so there is no nonzero solution off the mass shell. In the rest frame, with positive energy, the condition is $\gamma^0\Psi=\Psi$. In the Dirac representation this restricts each index to its two upper values. A symmetric $2\times2$ matrix has three independent entries, corresponding to spin one. An antisymmetric one has a single entry, the spin-zero combination. Without the symmetry condition the two index equations would have four solutions. A Lorentz boost acts invertibly and equally on both indices, so these numbers hold for any momentum on this mass shell.

### A plane wave built from Dirac spinors

Take $m=2$ and momentum $p=1.5$ along $z$, in an arbitrary energy unit. The energy is $E=\sqrt{2^2+1.5^2}=2.5$. Spinors normalized to $\bar uu=2m$ are

$$u_\uparrow=(a,0,b,0)^T,\qquad u_\downarrow=(0,a,0,-b)^T, \tag{20}$$

with $a=\sqrt{E+m}=2.1213$ and $b=p/a=0.7071$. Consider first $\Psi=u_\uparrow u_\downarrow^T+u_\downarrow u_\uparrow^T$, which is $\sqrt2$ times the normalized symmetric combination. The two terms give equal traces because $C^{-1}\gamma_\mu$ is symmetric, so (6) becomes

$$V_\mu=\tfrac12u_\downarrow^TC^{-1}\gamma_\mu u_\uparrow. \tag{21}$$

In two-component blocks,

$$C^{-1}=\begin{pmatrix}0&\epsilon\\\epsilon&0\end{pmatrix},\qquad
\epsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Direct multiplication gives

$$\begin{aligned}
C^{-1}\gamma_0u_\uparrow&=(0,b,0,-a)^T,&V_0&=ab=1.5,\\
C^{-1}\gamma_3u_\uparrow&=(0,-a,0,b)^T,&V_3&=-\tfrac12(a^2+b^2)=-2.5.
\end{aligned}\tag{22}$$

The vectors for $\gamma_1$ and $\gamma_2$ have no components along the nonzero entries of $u_\downarrow$, so $V_1=V_2=0$. Dividing by $m$ and raising the index gives $A^\mu=(0.75,0,0,1.25)$. This is the longitudinal polarization $(p,0,0,E)/m$. Its norm is $0.75^2-1.25^2=-1$, and its product with $p^\mu$ is $2.5(0.75)-1.5(1.25)=0$.

Define the electric and magnetic fields by $E^i=F_{0i}$ and $B^i=-\frac12\epsilon_{ijk}F_{jk}$. With $\partial_\mu\to-ip_\mu$, $p_0=2.5$ and $p_3=-1.5$,

$$E^3=-i(p_0A_3-p_3A_0)=-i(-3.125+1.125)=2i. \tag{23}$$

The other field components vanish. In symbols, $E^3=i(E^2-p^2)/m=im$. At unit polarization, the longitudinal electric amplitude equals the mass whatever the momentum.

For the state $\Psi=\sqrt2\,u_\uparrow u_\uparrow^T$, the same multiplication gives $V_1=\frac{\sqrt2}{4}(a^2-b^2)=\sqrt2$ and $V_2=i\sqrt2$, while $V_0=V_3=0$. Thus $A^\mu=(0,-0.7071,-0.7071i,0)$, a circular polarization. The electric components are

$$E^1=-iEA_1=-1.7678i,\qquad E^2=-iEA_2=1.7678,$$

with total magnitude $|\mathbf E|=2.5$, the energy. The magnetic magnitude is $|\mathbf B|=1.5$, the momentum. The down-down state has the same magnitudes and the opposite circular polarization. Unlike the longitudinal state, the transverse states carry a magnetic field when they move.

### A static field

The equivalence is not restricted to plane waves. Away from the origin, let $A_0=\phi=e^{-mr}/r$ and $A_i=0$. Since $r\phi=e^{-mr}$,

$$\nabla^2\phi=\frac1r\frac{d^2(r\phi)}{dr^2}=m^2\phi. \tag{24}$$

Here $F_{i0}=\partial_i\phi$ and $\partial^i=-\partial_i$. The time component of the Proca equation is therefore $-\nabla^2\phi+m^2\phi=0$, and its spatial components vanish identically. Numerical differentiation at the point $(0.3,0.4,1.2)$, in inverse energy units, gives residuals of both Dirac equations below $10^{-8}$ relative to the largest entry of $m\Psi$. At the origin the field is singular and the free equations do not apply.

Now put the same function in $A_3$ instead, setting the other components to zero. Each component still obeys the Klein–Gordon equation, but

$$\partial^\mu A_\mu=-\partial_z\phi=\left(m+\frac1r\right)\phi\,\frac zr. \tag{25}$$

At the chosen point $r=1.3$ and $\phi=0.0571$, so the divergence is $2.769\times0.0571\times0.923=0.146$. The Dirac residual is then 1.68 relative to the largest entry of $m\Psi$, equally for both indices. Two terms of (14) contribute. The first is $im\,\partial^\mu A_\mu=0.292i$. The second does not vanish either, because by (19) $\partial^\mu F_{\mu\nu}+m^2A_\nu=-\partial_\nu(\partial^\mu A_\mu)=\partial_\nu\partial_z\phi$. Its $z$ component is $\partial_z^2\phi=\phi''z^2/r^2+(\phi'/r)(1-z^2/r^2)=0.384$, with $\phi'=-(m+1/r)\phi=-0.158$ and $\phi''=m^2\phi-2\phi'/r=0.472$. After multiplication by $C$, the identity term fills the off-diagonal blocks and the spatial gamma terms fill the diagonal blocks, so the two do not add. The largest entry of $m\Psi$ is $m^2\phi=0.2285$. The first term therefore gives a relative residual of 1.28, and the second gives the larger value $0.384/0.2285=1.68$.

### The massless limit

Setting $m=0$ directly in (15) separates the two parts of $\Psi$. The tensor satisfies the free Maxwell equations $\partial^\mu T_{\mu\nu}=0$ and $B_{\lambda\mu\nu}=0$. The vector has zero divergence and zero curl, and it is not a potential for $T$.

For a nonzero lightlike momentum, zero curl means $p_\mu V_\nu=p_\nu V_\mu$, so $V_\mu\propto p_\mu$. This is one solution, and its divergence vanishes because $p^2=0$. To count all solutions, write $\gamma^\lambda p_\lambda=\gamma^0(|\mathbf p|-\boldsymbol\alpha\cdot\mathbf p)$ with $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$. The matrix $\boldsymbol\alpha\cdot\mathbf p/|\mathbf p|$ has square one and trace zero, so its eigenvalue $+1$ is twofold. Each index thus has two allowed values, and there are three symmetric combinations. One belongs to $V$, leaving two for $T$, the two polarizations of a Maxwell wave.

The extra vector solution is the limit of the longitudinal massive state. At unit polarization $V^\mu=mA^\mu=(p,0,0,E)$, which tends to $p^\mu$ as $m\to0$, while its field strength, of magnitude $m$, disappears.

### Why the free-field assumption matters

Suppose the derivatives in (1) are replaced by $D_\mu=\partial_\mu+iqa_\mu$, where $a_\mu$ is an external electromagnetic potential with field strength $f_{\mu\nu}$. The matrix algebra leading to (15) is unchanged, with $\partial_\mu\to D_\mu$. But now $[D_\mu,D_\nu]=iqf_{\mu\nu}$, and substituting the third condition into the fourth gives

$$0=mB_{\lambda\mu\nu}=iq\left(f_{\lambda\mu}V_\nu+f_{\mu\nu}V_\lambda+f_{\nu\lambda}V_\mu\right). \tag{26}$$

This is an additional algebraic restriction on the vector field. For a uniform magnetic field along $z$, where $f_{12}$ is the nonzero independent component, it forces $V_0=V_3=0$. The minimally coupled Proca equation, with its field strength defined as the covariant curl of $A$, does not imply (26). In the uniform magnetic field, with a potential independent of $z$ and $a_3=0$, take only $A_3$ nonzero, independent of $z$, and obeying $(D^\mu D_\mu+m^2)A_3=0$. Since $D_3$ commutes with every $D_\mu$ and annihilates $A_3$, all components of the coupled Proca equation hold, yet $V_3\ne0$. The equivalence established here therefore does not carry over to minimal coupling of the two index equations. The values for the free-field examples and the solution counts are collected in the numerical output below.

## Numbers as computed

```
Number of independent symmetric matrices: 10
Number of independent matrices in all: 16
On-shell solutions, symmetric: 3
On-shell solutions, antisymmetric: 1
On-shell solutions, unrestricted: 4
Off-shell solutions, symmetric: 0
Massless solutions: total, V rank, T rank: 3 1 2
Mass m = 2.0000 energy units
Momentum along z = 1.5000 energy units
Energy = 2.5000 energy units
Spinor u_up [energy^(1/2)]: (+2.1213+0.0000i, +0.0000+0.0000i, +0.7071+0.0000i, +0.0000+0.0000i)
Spinor u_down [energy^(1/2)]: (+0.0000+0.0000i, +2.1213+0.0000i, +0.0000+0.0000i, -0.7071+0.0000i)
State up-up: norm of A before factor sqrt(2) = 0.7071
  A^mu [unit amplitude]: (+0.0000+0.0000i, -0.7071+0.0000i, +0.0000-0.7071i, +0.0000+0.0000i)
  Electric field [energy units]: (+0.0000-1.7678i, +1.7678+0.0000i, +0.0000+0.0000i)
  Magnetic field [energy units]: (-1.0607+0.0000i, +0.0000-1.0607i, +0.0000+0.0000i)
  |E| = 2.5000, |B| = 1.5000 energy units
State symmetric up-down: norm of A before factor sqrt(2) = 0.7071
  A^mu [unit amplitude]: (+0.7500+0.0000i, +0.0000+0.0000i, +0.0000+0.0000i, +1.2500+0.0000i)
  Electric field [energy units]: (+0.0000+0.0000i, +0.0000+0.0000i, +0.0000+2.0000i)
  Magnetic field [energy units]: (+0.0000+0.0000i, +0.0000+0.0000i, +0.0000+0.0000i)
  |E| = 2.0000, |B| = 0.0000 energy units
State down-down: norm of A before factor sqrt(2) = 0.7071
  A^mu [unit amplitude]: (+0.0000+0.0000i, +0.7071+0.0000i, +0.0000-0.7071i, +0.0000+0.0000i)
  Electric field [energy units]: (+0.0000+1.7678i, +1.7678+0.0000i, +0.0000+0.0000i)
  Magnetic field [energy units]: (-1.0607+0.0000i, +0.0000+1.0607i, +0.0000+0.0000i)
  |E| = 2.5000, |B| = 1.5000 energy units
Static test point [inverse energy units]: [0.3 0.4 1.2]
Distance from origin = 1.3000 inverse energy units
exp(-m r)/r = 0.057134 energy units
A_0 case: relative Dirac residuals below 1e-8: True
A_3 case: first-index relative residual = 1.6808
A_3 case: second-index relative residual = 1.6808
A_3 case: divergence of A = 0.146045 energy units^2
```
